# Generation leakage from end-of-range defects in a 100 nm depletion layer: test program

```python
"""Generation leakage of a depletion layer containing end-of-range defects.

Result under test: an empty layer of width W generates J = q*ni*W/tau_g.
In a real abrupt symmetric junction only an active part Wg of W generates:
  Wg/W ~ 1 - sqrt((Vbi - 2*VT*ln 2)/(Vbi + VR)).
Symbols: q elementary charge, ni intrinsic density, tau_g generation lifetime,
VT thermal voltage, Vbi built-in voltage, VR reverse bias, N doping on each
side, n and p electron and hole densities, eta trap level above midgap in kT.
Lengths are in cm, densities in cm^-3, times in s, unless printed otherwise.
"""
import numpy as np
from scipy.constants import e as q, k as boltzmann, epsilon_0
from scipy.integrate import cumulative_trapezoid, solve_ivp, trapezoid
from scipy.optimize import brentq

temperature = 300.0
VT = boltzmann * temperature / q
ni = 1e10
W = 100e-7
eps_r = 12.0
eps = eps_r * epsilon_0 / 100.0       # F/cm
capture = 1e-7                        # cm^3/s, both carriers
trap_density = 2e16
diffusion = 1.0                       # cm^2/s, both carriers
tau_n = 1.0 / (capture * trap_density)
tau_p = tau_n
tau_g = tau_n + tau_p
ceiling = q * ni * W / tau_g          # A/cm^2


def srh_generation(n, p, tn, tp, eta=0.0):
    n1, p1 = ni * np.exp(eta), ni * np.exp(-eta)
    return (ni**2 - n * p) / (tp * (n + n1) + tn * (p + p1))


def generation_from_kinetics(n, p, cn, cp, eta):
    """Follow trap occupancy in time, then count net electron emission."""
    n1, p1 = ni * np.exp(eta), ni * np.exp(-eta)
    fill = cn * n + cp * p1
    empty = cn * n1 + cp * p
    total = fill + empty
    # Time is scaled by the relaxation rate.
    run = solve_ivp(lambda t, f: (fill * (1 - f) - empty * f) / total,
                    (0.0, 40.0), [0.9], method="Radau",
                    rtol=1e-10, atol=1e-13)
    f = run.y[0, -1]
    return trap_density * (cn * n1 * f - cn * n * (1 - f))


# Trap kinetics against the steady-state rate and the generation lifetime.
for n, p, cn, cp, eta in [(0, 0, capture, capture, 0.0),
                          (0, 0, capture, 3 * capture, 2.0),
                          (0, 0, 4 * capture, capture, -1.5),
                          (5e10, 1e8, capture, 3 * capture, 1.0),
                          (2e9, 3e10, 2 * capture, capture, -1.0)]:
    tn, tp = 1 / (cn * trap_density), 1 / (cp * trap_density)
    counted = generation_from_kinetics(n, p, cn, cp, eta)
    assert np.isclose(counted, srh_generation(n, p, tn, tp, eta), rtol=1e-5)
    if n == 0 and p == 0:
        lifetime = tp * np.exp(eta) + tn * np.exp(-eta)
        assert np.isclose(counted, ni / lifetime, rtol=1e-5)

kinetic_rate = generation_from_kinetics(0, 0, capture, capture, 0.0)
assert np.isclose(q * kinetic_rate * W, ceiling, rtol=1e-5)

half_cells = 2000
x = 0.5 * W * np.arange(-half_cells, half_cells + 1) / half_cells


def junction(VR):
    """Doping that gives width W, and potential from integrated charge."""
    def mismatch(doping):
        return (q * doping * W**2 / (4 * eps)
                - 2 * VT * np.log(doping / ni) - VR)
    N = brentq(mismatch, 1e17, 1e19, rtol=1e-13)
    Vbi = 2 * VT * np.log(N / ni)
    field = cumulative_trapezoid(q * N * np.sign(x) / eps, x, initial=0)
    potential = cumulative_trapezoid(-field, x, initial=0)
    assert np.isclose(potential[-1], Vbi + VR, rtol=1e-5)
    peak = np.max(np.abs(field))
    # The charge jump at the centre costs half a grid cell in the field.
    assert np.isclose(peak, 2 * (Vbi + VR) / W, rtol=1e-3)
    return N, Vbi, potential / VT, peak


def leakage(N, psi, mask=1.0):
    """Drift-diffusion with self-consistent generation and no injection."""
    n_flat = N * np.exp(psi - psi[-1])
    p_flat = N * np.exp(-psi)
    n, p = n_flat, p_flat
    currents = []
    for _ in range(30):
        G = mask * srh_generation(n, p, tau_n, tau_p)
        currents.append(q * trapezoid(G, x))
        electron_flux = cumulative_trapezoid(G, x, initial=0)
        hole_flux = electron_flux[-1] - electron_flux
        source_n = electron_flux / diffusion * np.exp(-psi)
        tail = cumulative_trapezoid(source_n[::-1], -x[::-1], initial=0)[::-1]
        source_p = hole_flux / diffusion * np.exp(psi)
        head = cumulative_trapezoid(source_p, x, initial=0)
        n = n_flat + np.exp(psi) * tail
        p = p_flat + np.exp(-psi) * head
    assert abs(currents[-1] - currents[-2]) < 1e-8 * ceiling
    return currents[-1], currents[0], n


# No net current may flow at zero bias.
N0, Vbi0, psi0, peak0 = junction(0.0)
J0, _, _ = leakage(N0, psi0)
assert abs(J0) < 1e-3 * ceiling

print(f"Temperature: {temperature:.0f} K")
print(f"Thermal voltage: {VT*1e3:.2f} mV")
print(f"Intrinsic density: {ni:.1e} cm^-3")
print(f"Depletion width: {W*1e7:.0f} nm")
print(f"Relative permittivity: {eps_r:.0f}")
print(f"Capture coefficient: {capture:.1e} cm^3/s")
print(f"Trap density: {trap_density:.1e} cm^-3")
print(f"Diffusion coefficient: {diffusion:.1f} cm^2/s")
print(f"Each capture lifetime: {tau_n*1e9:.2f} ns")
print(f"Generation lifetime: {tau_g*1e9:.2f} ns")
print(f"Generation rate, empty layer: {ni/tau_g:.2e} cm^-3 s^-1")
print(f"Ceiling current density: {ceiling*1e6:.2f} uA/cm^2")
print(f"Ceiling current density: {ceiling*1e4:.3f} pA/um^2")
other = q * generation_from_kinetics(0, 0, capture / 2, capture / 2, 0) * W
print(f"If each capture lifetime is 1 ns: {other*1e6:.2f} uA/cm^2")
print(f"Zero-bias current / ceiling: {abs(J0)/ceiling:.1e}")

for VR in (1.0, 2.0):
    N, Vbi, psi, peak = junction(VR)
    J, J_flat, n = leakage(N, psi)
    fraction = 1 - np.sqrt((Vbi - 2 * VT * np.log(2)) / (Vbi + VR))
    assert np.isclose(J / ceiling, fraction, rtol=0.02)
    assert np.isclose(J, J_flat, rtol=0.01)
    assert n[half_cells] < 0.01 * ni
    assert J < ceiling
    print(f"--- Reverse bias {VR:.0f} V ---")
    print(f"Doping on each side: {N:.2e} cm^-3")
    print(f"Built-in voltage: {Vbi:.3f} V")
    print(f"Peak field: {peak:.2e} V/cm")
    print(f"Active width, formula: {fraction*W*1e7:.1f} nm")
    print(f"Active width, transport: {J/ceiling*W*1e7:.1f} nm")
    print(f"Current, formula: {fraction*ceiling*1e6:.2f} uA/cm^2")
    print(f"Current, transport: {J*1e6:.2f} uA/cm^2")
    print(f"Change due to moving carriers: {abs(J/J_flat-1)*100:.1e} %")
    print(f"Electron density at centre: {n[half_cells]:.1e} cm^-3")

# A thin defect band in the 1 V junction, at the centre and near one edge.
N, Vbi, psi, peak = junction(1.0)
band = 20e-7
offset = 40e-7
grid_slack = 1e-12
central = (np.abs(x) <= band / 2 + grid_slack).astype(float)
outer = (np.abs(x - offset) <= band / 2 + grid_slack).astype(float)
J_central, _, _ = leakage(N, psi, central)
J_outer, _, _ = leakage(N, psi, outer)
band_formula = q * ni * band / tau_g
assert np.isclose(J_central, band_formula, rtol=0.01)
assert 0 <= J_outer < 1e-3 * J_central
print("--- Defect band, reverse bias 1 V ---")
print(f"Band thickness: {band*1e7:.0f} nm")
print(f"Band formula: {band_formula*1e6:.2f} uA/cm^2")
print(f"Band at centre, transport: {J_central*1e6:.2f} uA/cm^2")
print(f"Offset of outer band: {offset*1e7:.0f} nm")
print(f"Outer band, transport: {J_outer*1e6:.1e} uA/cm^2")
print("verified")
```

Running it gives:

```
Temperature: 300 K
Thermal voltage: 25.85 mV
Intrinsic density: 1.0e+10 cm^-3
Depletion width: 100 nm
Relative permittivity: 12
Capture coefficient: 1.0e-07 cm^3/s
Trap density: 2.0e+16 cm^-3
Diffusion coefficient: 1.0 cm^2/s
Each capture lifetime: 0.50 ns
Generation lifetime: 1.00 ns
Generation rate, empty layer: 1.00e+19 cm^-3 s^-1
Ceiling current density: 16.02 uA/cm^2
Ceiling current density: 0.160 pA/um^2
If each capture lifetime is 1 ns: 8.01 uA/cm^2
Zero-bias current / ceiling: 1.3e-07
--- Reverse bias 1 V ---
Doping on each side: 5.09e+17 cm^-3
Built-in voltage: 0.917 V
Peak field: 3.83e+05 V/cm
Active width, formula: 32.2 nm
Active width, transport: 32.3 nm
Current, formula: 5.16 uA/cm^2
Current, transport: 5.17 uA/cm^2
Change due to moving carriers: 1.3e-02 %
Electron density at centre: 1.2e+06 cm^-3
--- Reverse bias 2 V ---
Doping on each side: 7.80e+17 cm^-3
Built-in voltage: 0.940 V
Peak field: 5.88e+05 V/cm
Active width, formula: 44.6 nm
Active width, transport: 44.6 nm
Current, formula: 7.14 uA/cm^2
Current, transport: 7.15 uA/cm^2
Change due to moving carriers: 1.3e-02 %
Electron density at centre: 1.0e+06 cm^-3
--- Defect band, reverse bias 1 V ---
Band thickness: 20 nm
Band formula: 3.20 uA/cm^2
Band at centre, transport: 3.21 uA/cm^2
Offset of outer band: 40 nm
Outer band, transport: 4.5e-06 uA/cm^2
verified
```
